Superexchange and the singlet-triplet splitting of a two-site Mott pair

**Question**

In some oxides considered for resistive switching, the insulating state arises because electrons repel each other too strongly to share a metal site. The spins left on the sites are still coupled. This question finds that coupling for one pair of sites.

Two equivalent sites, 1 and 2, have one orbital each and share two electrons. The Hamiltonian is H = T + H_U, with

T = −t Σσ (c1σ†c2σ + c2σ†c1σ)

H_U = U (n1↑n1↓ + n2↑n2↓)

Here ciσ† creates an electron of spin σ on site i, and niσ = ciσ†ciσ. The orbital energy is the zero of energy. The hopping is t = 0.25 eV and the local repulsion is U = 4 eV. Define the splitting as J = E_T − E_S, the lowest triplet energy minus the lowest singlet energy, so that positive J means antiferromagnetic coupling.

**(a) List the two-electron states and find how the hopping acts on each of them.**

*Answer.* Two electrons in four spin-orbitals give 4·3/2 = 6 states. Four have one electron on each site:

|T+⟩ = c1↑†c2↑†|0⟩, |T−⟩ = c1↓†c2↓†|0⟩

|T0⟩ = (c1↑†c2↓† + c1↓†c2↑†)|0⟩/√2

|s⟩ = (c1↑†c2↓† − c1↓†c2↑†)|0⟩/√2

The first three form the triplet and |s⟩ is the covalent singlet. The other two are ionic singlets, with both electrons on one site:

|D±⟩ = (c1↑†c1↓† ± c2↑†c2↓†)|0⟩/√2

H_U gives 0 on the first four states and U on the ionic ones.

To apply T, use the anticommutation rules:

[c1σ†c2σ, c2σ†] = c1σ†(c2σc2σ† + c2σ†c2σ) = c1σ†

The hopping therefore replaces one creation operator by that of the other site, in place, with a factor −t. The results for each replaceable operator are added. For parallel spins,

T c1↑†c2↑†|0⟩ = −t (c2↑†c2↑† + c1↑†c1↑†)|0⟩ = 0

because the square of a creation operator vanishes. This is Pauli exclusion, and it holds for |T−⟩ too. For opposite spins,

T c1↑†c2↓†|0⟩ = −t (c2↑†c2↓† + c1↑†c1↓†)|0⟩ = −√2 t |D+⟩

T c1↓†c2↑†|0⟩ = −t (c2↓†c2↑† + c1↓†c1↑†)|0⟩ = +√2 t |D+⟩

The sign changes in the second line because restoring the order ↑↓ exchanges two anticommuting operators. Adding the lines gives T|T0⟩ = 0. Subtracting them and dividing by √2 gives

T|s⟩ = (−√2 t − √2 t)|D+⟩/√2 = −2t |D+⟩

One factor √2 comes from the two equal terms in the normalized singlet, the other from the two ionic configurations in |D+⟩.

For the odd ionic state,

T c1↑†c1↓†|0⟩ = −t (c2↑†c1↓† + c1↑†c2↓†)|0⟩ = −√2 t |s⟩

T c2↑†c2↓†|0⟩ = −t (c1↑†c2↓† + c2↑†c1↓†)|0⟩ = −√2 t |s⟩

The difference vanishes, so T|D−⟩ = 0 and |D−⟩ stays at energy U. The triplet energy is E_T = 0 for any t and U in this model. Only |s⟩ and |D+⟩ mix, through a matrix element of size 2t = 0.50 eV.

**(b) Find J to second order in t and evaluate it.**

*Answer.* Write the singlet as a|s⟩ + b|D+⟩. The Schrödinger equation gives

E a = −2t b

E b = −2t a + U b

The second line gives b = −2t a/(E − U). Inserting this in the first,

E = 4t²/(E − U)

For t ≪ U the lower root is small compared with U, and E may be dropped from the denominator:

E_S ≈ −4t²/U

J = E_T − E_S ≈ 4t²/U

J = 4 × (0.25 eV)²/(4 eV) = 0.0625 eV = 62.5 meV

Divided by Boltzmann's constant, this is 725 K.

The singlet gains energy by admixing a configuration in which one electron visits its neighbour. The triplet cannot do this: in |T+⟩ and |T−⟩ the visit would put two equal spins in one orbital, and in |T0⟩ the amplitudes of the two terms cancel, as found in (a). The Hamiltonian contains no spin-dependent force; the coupling comes from hopping, repulsion and the exclusion principle together.

**(c) Write the result as an operator acting on the two spins.**

*Answer.* In the space of singly occupied states the second-order energy is 0 for the three triplet states and −J for the singlet. An operator with this property and no preferred spin direction has the form A + B S1·S2, with spins in units of ħ. From (S1 + S2)² = S1² + S2² + 2 S1·S2,

S1·S2 = [S(S + 1) − 3/4 − 3/4]/2

which is +1/4 for S = 1 and −3/4 for S = 0. The two conditions are

A + B/4 = 0

A − 3B/4 = −J

Subtracting the second from the first gives B = J, and then A = −J/4. Hence

H_spin = J (S1·S2 − 1/4), J = 4t²/U

In this convention the coefficient of S1·S2 equals the full splitting. If the coupling is written as 2J′ S1·S2, then J′ = 2t²/U, half as large, for the same physics.

**(d) Solve the singlet problem without expanding in t. How good is the second-order value, and when does it fail?**

*Answer.* Multiplying out the equation for E in (b),

E² − U E − 4t² = 0

The lower root is E_S = [U − √(U² + 16t²)]/2, so

J_full = [√(U² + 16t²) − U]/2

With the numbers given, U² + 16t² = 16 + 1 = 17 eV², and

J_full = (√17 − 4)/2 eV = 61.55 meV

The second-order value is 0.947 meV larger, an excess of 1.5 % relative to J_full. The sign and size of this error follow from putting E_S = −J_full into E = 4t²/(E − U):

J_full = 4t²/(U + J_full)

The singlet has moved down by J_full, so the ionic state lies further above it than U. The larger denominator reduces the splitting. The difference is

4t²/U − 4t²/(U + J_full) = (4t²/U) · J_full/(U + J_full)

It is positive. Since J_full < 4t²/U and U + J_full > U, it is smaller than (4t²/U)²/U = 16t⁴/U³, which is 0.977 meV here. That bound is also the size of the next term of the series.

The ionic weight w measures how far the electrons are from being localized. For a normalized eigenstate, dE/dU equals the expectation value of ∂H/∂U, because changes of the state do not alter E to first order. Here ∂H/∂U counts doubly occupied sites, so

w = dE_S/dU = [1 − U/√(U² + 16t²)]/2

This gives 1.49 %. Its leading term for small t/U is 4t²/U² = 1.56 %. The ground state is thus close to the covalent singlet |s⟩. Its total spin is exactly zero for any U and any nonzero t, since |D+⟩ is a singlet too.

In the opposite limit, U → 0, the full formula gives J_full = 2t and w = 1/2. Both electrons then occupy the bonding orbital at energy −t each, while the triplet has one bonding and one antibonding electron and total energy 0. The expression 4t²/U diverges in this limit. It requires 2t ≪ U, and the picture of localized spins fails with it.

**(e) What fraction of isolated pairs is in the triplet at 300 K?**

*Answer.* The ionic states lie about U above the ground state, and kT = 25.85 meV, so their population is negligible. There remain one singlet and three triplet states higher by J. Dividing the triplet weight by the total,

p_T = 3e^(−J/kT)/(1 + 3e^(−J/kT)) = 3/(3 + e^(J/kT))

With J/kT = 62.5/25.85 = 2.42, p_T = 21.1 %. The full spectrum gives 21.7 %, slightly more because J_full is smaller than J. At low temperature p_T tends to 0. For kT ≫ J, with kT still far below U, it approaches 3/4, the triplet's share of the four spin states; with the present t and U it peaks near 0.73 before the ionic states begin to fill. At 300 K the singlet dominates, but the pair is not frozen into it.

**(f) Estimate how J changes, with t and U held fixed, when each of the following is added in turn: (i) an intersite repulsion V = 0.5 eV; (ii) a field of 1 MV/cm along a bond of length 0.4 nm; (iii) an explicit oxygen orbital between the sites; (iv) a second orbital with Hund coupling J_H = 0.6 eV. Data for (iii) and (iv) are given with the answers. All these inputs are rough sizes.**

*Answer (i).* Every singly occupied state rises by V, while the ionic states stay at U. The excitation energy is therefore U − V:

J = 4t²/(U − V) = 0.25 eV²/(3.5 eV) = 71.4 meV

This is 14 % above the value in (b). Without the expansion in t the result is 70.0 meV.

*Answer (ii).* The field shifts the site energies to +δ/2 and −δ/2. Since 1 MV/cm is 0.1 V/nm, δ = 0.1 × 0.4 = 0.040 eV. The singly occupied states do not shift, and the ionic states move to U + δ and U − δ. By (a), the covalent singlet reaches each with amplitude −√2 t, so

J = 2t²/(U + δ) + 2t²/(U − δ) = 4t²U/(U² − δ²)

The relative change is close to (δ/U)² = (0.01)², or 0.010 %. The first-order changes of the two paths cancel. In this model, such a field does not noticeably tune the spin coupling. Whether a real oxide withstands the field without conducting or breaking down is a separate question, which the model does not address.

*Answer (iii).* Count holes instead of electrons, with one hole on each metal site. Moving a hole to the oxygen orbital p costs Δ = 6 eV, and two holes there cost 2Δ + U_p, with U_p = 4 eV. The metal-oxygen hopping is t_pd. To lowest order in t_pd/Δ, the effective hopping is t = t_pd²/Δ. This relation is used here to set t_pd = √(0.25 × 6) eV = 1.225 eV.

Let s_ab be the normalized singlet with holes in a and b, and D_a the state with both in a. Up to signs that can be absorbed in the orbitals, the hopping T_pd acts as

T_pd s_12 = t_pd (s_1p + s_p2)

T_pd s_1p = t_pd (s_12 + √2 D_1 + √2 D_p)

T_pd s_p2 = t_pd (s_12 + √2 D_2 + √2 D_p)

The triplets obey the same equations without the D states. The second-order shift and all fourth-order terms without a D state are therefore common to both spins and cancel in J. Odd orders vanish, since each hop changes the oxygen occupation by one. After two hops, with the denominator −Δ between them, the singlet reaches the D states with amplitude

−(t_pd²/Δ)(√2 D_1 + √2 D_2 + 2√2 D_p)

Squaring the coefficients and dividing by the energies of the D states gives

J = (t_pd⁴/Δ²)[2/U + 2/U + 8/(2Δ + U_p)] = 4t²[1/U + 1/(Δ + U_p/2)]

J = 0.25 × (1/4 + 1/8) eV = 93.75 meV

The new term comes from both holes meeting on the oxygen. Here t_pd/Δ is about 0.2, which is not very small, and diagonalizing the three-orbital cluster gives 79.3 meV. The fourth-order value is thus 18 % too large relative to the cluster result, which itself lies 27 % above 62.5 meV. This last figure depends on how t is held fixed. For a single hole in the cluster, half the splitting of the two lowest levels is [√(Δ²/4 + 2t_pd²) − Δ/2]/2 = 0.232 eV, not 0.25 eV. Choosing t_pd = 1.275 eV makes it 0.25 eV, and the cluster then gives 91.8 meV, 47 % above 62.5 meV.

*Answer (iv).* Let one electron occupy orbital a on site 1 and the other a different orbital b on site 2. Electrons can hop between the a orbitals only. Take the repulsion between different orbitals on one site as U − 2J_H, lowered by J_H for a triplet and raised by J_H for a singlet. When the first electron visits site 2, Pauli exclusion no longer blocks the triplet, and the intermediate energies are U − 3J_H = 2.2 eV and U − J_H = 3.4 eV. A single path of amplitude −t gives

E_T = −t²/(U − 3J_H), E_S = −t²/(U − J_H)

E_T − E_S = t²[1/(U − J_H) − 1/(U − 3J_H)]

E_T − E_S = 0.0625 × (1/3.4 − 1/2.2) eV = −10.0 meV

Without the expansion the value is −9.8 meV. For this occupation the coupling is ferromagnetic. The occupation is assumed here, not derived. If a and b have the same energy and both electrons may occupy a orbitals, the singlet of (b), near −4t²/U = −62.5 meV, lies below the present triplet at −t²/(U − 3J_H) = −28.4 meV. The sign of the coupling thus depends on which orbitals the electrons occupy.

**(g) Compare the model with a real oxide. What does J say about switching?**

*Answer.* The values of t and U lie in the rough regime of a titanate Mott insulator such as LaTiO3, which has one 3d electron per titanium and a metal-metal distance of roughly 0.4 nm. The measured spin coupling there is roughly 15 meV, several times smaller than 62.5 meV. The single-orbital assumption is doubtful there, because the electron has several titanium 3d orbitals within reach, split in energy by much less than U. Part (iv) shows that another orbital arrangement can move the coupling from +62.5 to about −10 meV. The hopping between the occupied orbitals can also be smaller than t: if each electron occupies an equal mix of three orbitals and only two of them hop along the bond, each to its own kind and with the same sign, the hopping is 2t/3 and the second-order value falls by the factor 4/9, to 27.8 meV, with no ferromagnetic term at all. It is plausible that reduced hopping and competing contributions together lower the real value, but this two-site model does not prove it. Direct exchange, spin-orbit coupling, lattice distortion and the many bonds of a crystal are also left out.

J is the cost of rearranging spins while the charges stay in place. In the two-site model, moving an electron onto its neighbour costs about U, which is 64 times larger. In a crystal, the added electron and the hole left behind can both move, which lowers this cost, so the charge gap can be well below U. J measures neither this gap nor a switching energy, and no switching voltage follows from it. Most values quoted here can be compared with the numerical output below.

Calculated quantities

```
hopping t: 0.25 eV
local repulsion U: 4.00 eV
ratio t/U: 0.0625
singlet matrix element 2t: 0.500 eV
second-order splitting J: 62.50 meV
J divided by Boltzmann constant: 725 K
full two-site splitting: 61.55 meV
second-order minus full: 0.947 meV
next term 16t^4/U^3: 0.977 meV
excess of J over full value: 1.54 %
ionic weight, full: 1.49 %
ionic weight, 4t^2/U^2: 1.56 %
ratio U/J: 64.0
temperature: 300 K
thermal energy kT: 25.85 meV
triplet fraction with J: 21.1 %
triplet fraction, full spectrum: 21.7 %
intersite repulsion V: 0.50 eV
J with V, second order: 71.43 meV
J with V, full: 70.03 meV
field: 1.0 MV/cm
site spacing: 0.4 nm
site offset from field: 0.040 eV
change of J by field: 0.010 %
charge-transfer energy: 6.0 eV
oxygen repulsion Up: 4.0 eV
metal-oxygen hopping tpd: 1.225 eV
J with oxygen, fourth order: 93.75 meV
J with oxygen, full cluster: 79.33 meV
Hund coupling JH: 0.60 eV
Hund bond E_T-E_S, second order: -10.03 meV
Hund bond E_T-E_S, full: -9.77 meV
```
